\section*{Airy matching and the tunnelling prefactor of an abrupt triangular barrier}

\section*{Question}

I am estimating field emission from a metal line into an interlayer dielectric. The model is one-dimensional, with the same mass $m$ everywhere:
\begin{equation}
U(x)=\begin{cases}0, & x<0,\\ V-Fx, & x>0,\end{cases}
\qquad 0<E<V .
\end{equation}
Here $F>0$ is the force, that is, the elementary charge times the field. The electron comes from the left, and $E$ is its energy of motion normal to the interface. The simplest WKB estimate of the transmission is
\begin{equation}
T\approx e^{-S},\qquad S=\frac{4\sqrt{2m}\,(V-E)^{3/2}}{3\hbar F}.
\end{equation}
I have been told that matching Airy functions at $x=0$ gives the same exponential at weak field, but multiplied by $4\sqrt{E(V-E)}/V$. I cannot get there. Which combination of Ai and Bi is the outgoing wave? Where does the extra factor come from? It can exceed one, so does it not threaten current conservation? And does it matter for a real dielectric?

\section*{Answer}

\subsection*{The outgoing wave}

Write $\varphi=V-E$ for the barrier seen by the electron. For $x>0$ the Schr\"odinger equation is
\begin{equation}
\psi_{xx}=\frac{2m}{\hbar^2}(\varphi-Fx)\,\psi .
\end{equation}
Define
\begin{equation}
\alpha=\left(\frac{2mF}{\hbar^2}\right)^{1/3},\qquad
z=\alpha\left(\frac{\varphi}{F}-x\right),\qquad z_0=z(0)=\frac{\alpha\varphi}{F}.
\end{equation}
The right-hand factor is $\alpha^3(\varphi/F-x)=\alpha^2z$, while $\psi_{xx}=\alpha^2\psi_{zz}$. Hence $\psi_{zz}=z\psi$, whose solutions are Ai$(z)$ and Bi$(z)$. Note that $z$ decreases as $x$ increases.

Far to the right, $z\to-\infty$. With $\eta=\tfrac23|z|^{3/2}$,
\begin{equation}
\mathrm{Ai}\simeq\frac{\sin(\eta+\pi/4)}{\sqrt\pi\,|z|^{1/4}},\qquad
\mathrm{Bi}\simeq\frac{\cos(\eta+\pi/4)}{\sqrt\pi\,|z|^{1/4}} .
\end{equation}
The combination
\begin{equation}
w=\mathrm{Bi}+i\,\mathrm{Ai}\simeq\frac{e^{i(\eta+\pi/4)}}{\sqrt\pi\,|z|^{1/4}}
\end{equation}
has a phase that grows with $x$. With the time factor $e^{-iEt/\hbar}$ it therefore travels to the right. So $\psi=Cw(z)$ for $x>0$.

\subsection*{Matching and the current}

On the left take $\psi=e^{ikx}+re^{-ikx}$, with $k=\sqrt{2mE}/\hbar$. From here on, Airy functions without an argument are taken at $z_0$, and a prime means $d/dz$. Because $dz/dx=-\alpha$, continuity of $\psi$ and $\psi_x$ gives
\begin{align}
1+r&=Cw,\\
ik(1-r)&=-\alpha Cw' .
\end{align}
Divide the second line by $ik$, use $-1/i=i$, and set $\beta=\alpha/k$. Then $1-r=i\beta Cw'$. Adding the first line removes $r$:
\begin{equation}
C=\frac{2}{w+i\beta w'} .
\end{equation}

The current is $(\hbar/m)\,\mathrm{Im}(\psi^*\psi_x)$. On the right this needs
\begin{equation}
\mathrm{Im}(w^*w')=\mathrm{Bi}\,\mathrm{Ai}'-\mathrm{Ai}\,\mathrm{Bi}'=-\frac1\pi ,
\end{equation}
by the Wronskian $\mathrm{Ai}\,\mathrm{Bi}'-\mathrm{Ai}'\mathrm{Bi}=1/\pi$. The minus sign cancels the one from $dz/dx$, so the transmitted current is $\hbar\alpha|C|^2/(\pi m)$. The incident current is $\hbar k/m$, and
\begin{equation}
T=\frac{\beta}{\pi}|C|^2=\frac{4\beta/\pi}{|w+i\beta w'|^2}.
\end{equation}
Now separate real and imaginary parts:
\begin{equation}
w+i\beta w'=(\mathrm{Bi}-\beta\,\mathrm{Ai}')+i(\mathrm{Ai}+\beta\,\mathrm{Bi}').
\end{equation}
In the squared modulus the cross terms are $2\beta(\mathrm{Ai}\,\mathrm{Bi}'-\mathrm{Bi}\,\mathrm{Ai}')=2\beta/\pi$. The exact transmission of this model is therefore
\begin{equation}
T=\frac{4\beta/\pi}{\mathrm{Ai}^2+\mathrm{Bi}^2+\beta^2(\mathrm{Ai}'^2+\mathrm{Bi}'^2)+2\beta/\pi}.
\label{exact}
\end{equation}

This settles your worry about current conservation. Let $M^2=\mathrm{Ai}^2+\mathrm{Bi}^2$ and $N^2=\mathrm{Ai}'^2+\mathrm{Bi}'^2$. The Cauchy inequality gives $MN\ge|\mathrm{Ai}\,\mathrm{Bi}'-\mathrm{Bi}\,\mathrm{Ai}'|=1/\pi$. Hence $M^2+\beta^2N^2\ge2\beta MN\ge2\beta/\pi$, the denominator is at least $4\beta/\pi$, and $T\le1$. A prefactor above one does no harm, since it multiplies a very small exponential.

\subsection*{The weak-field limit}

Weak field means $z_0\gg1$. Put $\zeta=\tfrac23z_0^{3/2}$. Then
\begin{equation}
2\zeta=\frac43\left(\frac{\alpha\varphi}{F}\right)^{3/2}
=\frac43\,\frac{\sqrt{2mF}}{\hbar}\,\frac{\varphi^{3/2}}{F^{3/2}}=S .
\end{equation}
The growing Airy function and its derivative are, with their first corrections,
\begin{align}
\mathrm{Bi}&\simeq\frac{e^{\zeta}}{\sqrt\pi\,z_0^{1/4}}\left(1+\frac{5}{72\zeta}\right),\\
\mathrm{Bi}'&\simeq\frac{z_0^{1/4}e^{\zeta}}{\sqrt\pi}\left(1-\frac{7}{72\zeta}\right).
\end{align}
In the denominator of (\ref{exact}) the terms in Ai and Ai$'$ are smaller than these by a factor of order $e^{-2S}$, and the constant $2\beta/\pi$ is smaller by one of order $e^{-S}$. Drop both. Squaring doubles the corrections, and $36\zeta=18S$, so
\begin{equation}
T\simeq\frac{4\beta e^{-S}}{z_0^{-1/2}\left(1+\frac{5}{18S}\right)+\beta^2z_0^{1/2}\left(1-\frac{7}{18S}\right)} .
\end{equation}
Let $\kappa=\sqrt{2m\varphi}/\hbar$ be the decay constant just inside the barrier. Since $\alpha^2z_0=\alpha^3\varphi/F=\kappa^2$, we have $\beta\sqrt{z_0}=\kappa/k$. Multiply numerator and denominator by $k^2\sqrt{z_0}$:
\begin{equation}
T\simeq\frac{4k\kappa\,e^{-S}}{k^2\left(1+\frac{5}{18S}\right)+\kappa^2\left(1-\frac{7}{18S}\right)} .
\end{equation}
Finally $k\kappa=2m\sqrt{E\varphi}/\hbar^2$ and $k^2+\kappa^2=2mV/\hbar^2$. The correction in the denominator, relative to its leading part, is $(5E-7\varphi)/(18SV)=(12E/V-7)/(18S)$. It changes sign when moved to the numerator:
\begin{equation}
T=\frac{4\sqrt{E(V-E)}}{V}\,e^{-S}\left[1+\frac{7-12E/V}{18S}+O(S^{-2})\right].
\label{weak}
\end{equation}
This holds for $S\gg1$ at fixed $E/V$.

The prefactor is largest, equal to 2, at $E=V/2$. It equals one when $16(E/V)(1-E/V)=1$, that is, at $E/V=(2\pm\sqrt3)/4$. Between these two energies the bare exponential underestimates the leading result; outside them it overestimates it. At $E\to V$ with $F$ fixed the expansion fails because $S\to0$: the prefactor vanishes, while the denominator of (\ref{exact}) stays finite and $T$ remains positive.

\subsection*{Where the factor comes from}

Look at the entrance alone. At weak field the wave just inside decays as $e^{-\kappa x}$, so matching gives $1+r=\psi(0)$ and $ik(1-r)=-\kappa\psi(0)$. Thus
\begin{equation}
\psi(0)=\frac{2}{1+i\kappa/k},\qquad |\psi(0)|^2=\frac{4k^2}{k^2+\kappa^2}=\frac{4E}{V}.
\end{equation}
From there to the exit, compare the amplitudes of $w$ on its two sides: $e^{\zeta}/(\sqrt\pi z^{1/4})$ inside the barrier and $1/(\sqrt\pi|z|^{1/4})$ outside. Apart from the WKB factor (local wave number)$^{-1/2}$, the amplitude changes by $e^{-S/2}$ and nothing else. The outgoing current is therefore $(\hbar\kappa/m)|\psi(0)|^2e^{-S}$. Division by $\hbar k/m$ gives
\begin{equation}
T=\frac{\kappa}{k}\,\frac{4k^2}{k^2+\kappa^2}\,e^{-S}=\frac{4k\kappa}{k^2+\kappa^2}\,e^{-S}.
\end{equation}
The whole prefactor belongs to the abrupt step.

Now replace the step by a slow linear rise. The entrance becomes a turning point too, and in its own Airy variable the wave is Ai to leading order. Inside, Ai tends to $e^{-\zeta}/(2\sqrt\pi z^{1/4})$. Outside, it is a standing wave $\sin(\eta+\pi/4)/(\sqrt\pi|z|^{1/4})$, whose incident half has amplitude $1/(2\sqrt\pi|z|^{1/4})$. The two coefficients agree, so this entrance contributes a factor of one, and $T\simeq e^{-S_{\rm full}}$, where $S_{\rm full}$ includes the action under the rise. The bare exponential is thus the leading result for a barrier that is smooth at both ends.

\subsection*{Numbers for a low-$k$ dielectric}

Take rough typical values for a metal line facing an organosilicate low-$k$ film: $E=7$ eV (the Fermi energy above the band bottom), $\varphi=3$ eV, hence $V=10$ eV, and $m=0.5\,m_0$ on both sides. The field is 5 MV/cm, or $F=0.5$ eV/nm, and the line spacing is 20 nm. With $2m_0/\hbar^2=26.247$ eV$^{-1}$nm$^{-2}$,
\begin{align}
k&=\sqrt{26.247\times0.5\times7}=9.585\ \mathrm{nm^{-1}},\\
\kappa&=\sqrt{26.247\times0.5\times3}=6.275\ \mathrm{nm^{-1}},\\
\alpha&=(26.247\times0.5\times0.5)^{1/3}=1.872\ \mathrm{nm^{-1}},\\
z_0&=1.8721\times3/0.5=11.233,\\
S&=\tfrac43(11.233)^{3/2}=50.20 .
\end{align}
The exponential alone is $1.585\times10^{-22}$. The prefactor is $4\sqrt{21}/10=1.833$, so the leading formula gives $2.904\times10^{-22}$. The exact Airy result is $2.900\times10^{-22}$. Relative to the leading formula it is lower by $1.60\times10^{-3}$; the first correction in (\ref{weak}) predicts $1.4/(18\times50.20)=1.55\times10^{-3}$.

A factor of 1.83 is small beside an exponent of 50. If you read the field from the exact $T$ with the bare exponential, you get 5.06 MV/cm instead of 5, an error of 1.2\%.

At the same field and step height, $E=9.33$ eV gives $S=5.3$ and an exact $T/e^{-S}$ of 0.940, against a prefactor of 1.000. At $E=9.9$ eV, $S=0.305$ and the two values are 0.353 and 0.398. They are still fairly close, but the expansion gives no ground for that: its first correction would be $-0.89$.

Direct integration of the Schr\"odinger equation provides an independent test of (\ref{exact}). For $m=0.5\,m_0$ and $V=10$ eV, the cases were $E=7$ and $9.5$ eV at $F=0.5$ eV/nm, and $E=5$ eV at 2 eV/nm. A fourth had $m=m_0$, $V=3$ eV, $E=1$ eV and $F=0.3$ eV/nm. A fifth repeated the main example with an emitter mass of $m_0$; continuity of $\psi_x/m$ then changes $\beta$ in (\ref{exact}) to $(\alpha/m)/(k/m_0)$, with $k$ the wave number in the emitter. The largest difference, relative to the Airy value, was $5.1\times10^{-7}$.

The same integration shows what happens when the entrance is softened. With $V$, $E$ and $F$ fixed, a linear rise of width 0.005 nm gives $T/e^{-S_{\rm full}}=1.80$, and one of 10 nm gives 1.004, close to the leading value of one derived above. The ratio falls quickly, to 1.54 at 0.05 nm and 1.33 at 0.1 nm, and then oscillates about one, with 0.98 at 0.4 nm and 1.08 at 0.6 nm. At 0.3 nm, an atomic width, it is 0.99. The slow-rise argument does not cover this last case, because the action under the rise is $SFw/V=0.75$ for width $w=0.3$ nm, which is not large. It does show that the factor 1.83 needs a step sharp on the scale of $1/k=0.10$ nm and $1/\kappa=0.16$ nm.

\subsection*{How far to trust this in a real film}

The chosen 5 MV/cm is a stress field near breakdown, well above normal operating fields. The triangular form also requires the exit point, $\varphi/F=6$ nm here, to lie inside the gap; for 20 nm spacing this means a field above 1.5 MV/cm. The neglected effects listed here range from a change of about 9\% to a factor of several hundred; the last three exceed the prefactor. Each is sized separately at 5 MV/cm, the last two through the exponent alone:
\begin{itemize}
\item With emitter mass $m_0$ and $\psi_x/m$ continuous, velocities replace wave numbers in $4k\kappa/(k^2+\kappa^2)$. The prefactor becomes 1.99.
\item If the electron stays coherent over the whole gap, reflection at a far electrode of the same metal multiplies $T$ by about 0.64 to 1.56 as the spacing $d$ varies around 20 nm; these limits are the speed ratio $\sqrt{(Fd-\varphi)/(E+Fd)}$ and its inverse (the coarse scan in the output falls slightly short of the upper one).
\item Thermal supply of electrons at 378 K raises the current, not $T$ at fixed energy, by a factor of about 4.4 over its zero-temperature value.
\item The image force, with a rough optical permittivity of 2, lowers the exponent to 47.0, which multiplies the exponential by about 24. It also rounds the abrupt step, which reduces the prefactor, so $T$ itself rises by less than this: with the image potential cut off between 0.005 and 0.058 nm from the interface, the prefactor is 1.2 to 1.4 and $T$ rises by a factor of 15 to 18.
\item Two-band dispersion, $\kappa^2=(2m/\hbar^2)u(1-u/E_g)$ at depth $u$ below the band edge, with a rough gap $E_g=8$ eV, lowers the exponent to 44.1, a factor of about 440. The factor is sensitive to the gap: about 1200 for $E_g=7$ eV and about 210 for $E_g=9$ eV. This takes $0.5\,m_0$ as the band-edge mass; a mass fitted with the parabolic formula at the same barrier height would already absorb this whole change, because both exponents scale as $1/F$.
\end{itemize}

Defects can matter most. Consider a trap level at the electron's own energy, at position $x_t$. Tunnelling in two successive steps is limited by the slower one, so the best position divides the action equally:
\begin{equation}
\left(1-\frac{Fx_t}{\varphi}\right)^{3/2}=\frac12,\qquad
x_t=6\,(1-2^{-2/3})=2.22\ \mathrm{nm}.
\end{equation}
The exponent falls from 50.2 to 25.1, which is worth $e^{25.1}\approx8\times10^{10}$. This is not a current ratio, because trap density and capture rates are left out. It does suggest that the assumption of a trap-free barrier should be checked early in a real low-$k$ film. The prefactor is right for the abrupt model, but a measured leakage current is no test of it unless these larger effects are under control. The full numerical output follows below.

\section*{Computed values}
\begin{verbatim}
Energy E = 7.0 eV, step V = 10.0 eV, barrier V-E = 3.0 eV
Mass = 0.50 m0, field = 5.0 MV/cm, F = 0.50 eV/nm
2 m0/hbar^2 = 26.2468 1/(eV nm^2)
k = 9.5846 1/nm, kappa = 6.2746 1/nm
1/k = 0.1043 nm, 1/kappa = 0.1594 nm
alpha = 1.8721 1/nm, beta = alpha/k = 0.19533
z0 = 11.2329, exit point = 6.00 nm
WKB exponent S = 50.1966
exp(-S) = 1.5845e-22
Prefactor 4 sqrt(E(V-E))/V = 1.8330
Prefactor times exp(-S) = 2.9045e-22
Exact Airy T = 2.8999e-22, T/exp(-S) = 1.8301
First correction: predicted -1.549e-03, found -1.600e-03
Field read from exact T with exp(-S) alone = 5.061 MV/cm
Largest relative gap, Airy formula vs integration = 5.1e-07
At E = 9.5 eV: R = 0.97458, T = 0.02542, sum = 1.00000000
Field table at E = 7 eV: field (MV/cm), S, exact T, T/exp(-S)
   2.0   125.491  5.790e-55  1.8319
   5.0    50.197  2.900e-22  1.8301
   8.0    31.373  4.335e-14  1.8282
Energy table at 5 MV/cm: E (eV), S, exact T/exp(-S), prefactor
   0.100   300.916  0.3985  0.3980
   0.670   275.311  1.0013  1.0000
   5.000   108.006  2.0010  2.0000
   7.000    50.197  1.8301  1.8330
   9.330     5.296  0.9400  1.0000
   9.900     0.305  0.3534  0.3980
Softened entrance: ramp width (nm), T/exp(-full action)
   0.005  1.7963
   0.300  0.9878
  10.000  1.0038
Neglected effects at 5 MV/cm:
Emitter mass 1 m0: prefactor 1.9941, exact ratio 1.9952
Far electrode near 20 nm: T changes by factors 0.642 to 1.546
Least field for exit inside the gap = 1.50 MV/cm
Image force (permittivity 2.0): exponent 47.036, factor 23.6
Two-band dispersion (gap 8.0 eV): exponent 44.102, factor 443
Thermal supply at 378 K (kT = 0.03257 eV): current factor 4.36
Trap at 2.220 nm: exponent 25.098, exponential factor 7.94e+10
\end{verbatim}
